Axial and in-plane elastic moduli of a thin-walled regular hexagonal honeycomb

DECISION AND RESULT

A stress calculation that replaces a porous film by a uniform layer must decide whether one Young modulus, taken from the porosity, is enough. For a film of parallel hexagonal channels with thin walls it is not. With walls one twentieth as thick as they are long, and a Poisson ratio of 0.2 for the solid, the modulus along the channels is about 190 times the modulus across them. The layer then needs a transversely isotropic stiffness and a stated channel direction.

Let l be the wall length, measured between joint centres, t the uniform wall thickness, s = t/l, and φ the relative density, that is, the solid volume fraction. The solid is homogeneous, isotropic and linear elastic, with Young modulus Es and Poisson ratio ν. Axis 3 runs along the channels, axis 2 along one family of walls, and the other two families lie at ±30° to axis 1. The channel depth b is much larger than l. Strains are small, tension is positive, and moduli refer to uniaxial average stress. The results are

E3 = Es φ

E1 = E2 = (3/2) Ew φ³ [1 + O(φ)],   Ew = Es/(1 − ν²).

The first holds at every density. The second is the leading term for thin walls.

DENSITY

A cell is a regular hexagon of side l. Its pore is a smaller hexagon, each side of which has moved inward by t/2. The distance from the centre of a hexagon to a side is √3/2 times the side length, so the pore side is l − (t/2)(2/√3) = l − t/√3. Areas scale as the square of the side:

φ = 1 − (1 − s/√3)² = 2s/√3 − s²/3.

For thin walls φ ≈ 2s/√3. If φ is the known quantity, the inverse is

s = √3 [1 − √(1 − φ)].

LOADING ALONG THE CHANNELS

Give the solid the uniform strains ε33 = e and ε11 = ε22 = −νe, without shear. Hooke's law gives σ33 = Es e and no other stress. A uniform stress satisfies equilibrium. Every wall face has its normal perpendicular to axis 3, so σ33 exerts no traction on it. All the conditions of the problem are met, whatever the wall thickness.

The pores carry no stress, so the average axial stress is φ Es e, and division by e gives E3 = Es φ. The lateral strain of the whole honeycomb is −νe, so its Poisson ratio for axial loading is ν31 = ν. The argument needs a prismatic body of a single solid; it does not need thin walls or hexagons.

WHY THE JOINTS DO NOT ROTATE

For loads in the plane, take the average rotation of the honeycomb as zero. In linear elasticity the rotation ω of a joint is a linear function of the average in-plane strain. Turning the honeycomb by 120° about the joint leaves the structure unchanged, so ω must be the same for a strain and for that strain turned by 120° or 240°. The mean of these three strains is a pure change of area, hence

ω = A (ε11 + ε22).

A mirror line through the joint reverses ω but leaves ε11 + ε22 unchanged. Therefore A = 0, and no joint rotates under any in-plane strain.

STIFFNESS OF ONE WALL

Let one end of a wall be displaced sideways by δ relative to the other, with no rotation at either end. Without load along its length, the wall's deflection w is a cubic in x. The conditions w(0) = w′(0) = w′(l) = 0 and w(l) = δ give

w = δ [3(x/l)² − 2(x/l)³],   |w‴| = 12δ/l³.

The transverse force is the bending stiffness times |w‴|. A deep wall bends into a cylinder: strain along axis 3 is suppressed, so the modulus is Ew and not Es. The bending stresses along axis 3 have opposite signs on the two sides of the wall and no resultant, so this remains true when the honeycomb is free to change its depth. With second moment of area I = bt³/12,

F = 12 Ew I δ/l³ = Ew b s³ δ.

An axial force N lengthens the same wall by a, with

N = Ew (bt)(a/l) = Ew b s a.

This second relation assumes ε33 = 0; the effect of releasing that strain is added below. The two stiffnesses differ by a factor s², which is the origin of the different density laws.

LOADING ALONG AXIS 1

First keep ε33 = 0, and write Ep and νp for the in-plane modulus and Poisson ratio under that condition.

The walls parallel to axis 2 carry no force. Their axial force vanishes because the average σ22 is zero, and their transverse force vanishes by mirror symmetry. A cut parallel to axis 2 meets one inclined wall in every height 3l/2, so each inclined wall carries a force along axis 1 equal to

P = (3/2) σ1 l b.

The wall is at 30° to this force. The axial component is (√3/2)P and the transverse component is P/2, so

a = (√3/2)P/(Ew b s),   δ = (P/2)/(Ew b s³).

Projected on axis 1, the relative displacement of the wall ends is

(√3/2)a + δ/2 = [P/(Ew b)] [3/(4s) + 1/(4s³)]
= P(1 + 3s²)/(4 Ew b s³).

The wall spans √3 l/2 along axis 1. Inserting P and dividing by this span,

ε1 = (3σ1 l/2)(1 + 3s²)/(4 Ew s³) × 2/(√3 l)
= (√3/4)(σ1/Ew)(1 + 3s²)/s³.

Hence

Ep = (4/√3) Ew s³/(1 + 3s²).

Projected on axis 2, the elongation raises the far end by a/2 and the bending lowers it by (√3/2)δ. The repeat height is 3l/2, and the walls parallel to axis 2 keep their length:

ε2 = [a/2 − (√3/2)δ]/(3l/2)
= −(√3/4)(σ1/Ew)(1 − s²)/s³.

Therefore νp = −ε2/ε1 = (1 − s²)/(1 + 3s²), which tends to 1. Bending lets the cell change shape with almost no change of area.

The stored energies are (1/2)(√3P/2)a for stretching and (1/2)(P/2)δ for bending. Their ratio is 3s², so the stretching share of the total is 3s²/(1 + 3s²).

LOADING ALONG AXIS 2

A cut parallel to axis 1 meets one wall parallel to axis 2 in every width √3 l. That wall carries Q = √3 σ2 l b, and at the joint each inclined wall takes Q/2 along axis 2. In an inclined wall the axial component is Q/4 and the transverse component √3Q/4, giving

a = Q/(4Ew b s),   δ = √3Q/(4Ew b s³).

The extension of one repeat height is the projected displacement of an inclined wall plus the stretch Q/(Ew b s) of the parallel wall:

a/2 + (√3/2)δ + Q/(Ew b s)
= [Q/(Ew b)] [1/(8s) + 3/(8s³) + 1/s]
= 3Q(1 + 3s²)/(8Ew b s³).

Division by 3l/2 and insertion of Q give ε2 = (√3/4)(σ2/Ew)(1 + 3s²)/s³, the same modulus as along axis 1.

This equality holds for every in-plane direction. Combine the shear parts of the strain into z = (ε11 − ε22) + 2iε12. A turn by 120° multiplies z by a phase of 240° and leaves ε11 + ε22 unchanged. The quadratic terms that survive the turn are (ε11 + ε22)² and |z|², and an energy built from these is isotropic in the plane. The shear modulus follows:

G12 = Ep/[2(1 + νp)] = Ew s³/[√3(1 + s²)].

A periodic frame was also solved with its joints free to rotate, at s = 0.02, 0.1 and 0.3. The rotations per unit stress stayed below 10⁻⁸ of the largest compliance, and Ep in both directions, νp and G12 agreed with these formulas to within one part in 10⁸.

ELIMINATING THE WALL THICKNESS

At leading order Ep = (4/√3)Ew s³ and s = (√3/2)φ. Since s³ = (3√3/8)φ³,

Ep = (4/√3)(3√3/8) Ew φ³ = (3/2) Ew φ³.

It remains to release ε33. For a transversely isotropic body with ν31 = ν, symmetry of the compliance gives

ε1 = σ1/E1 − (ν/E3)σ3,   ε3 = −(ν/E3)σ1 + σ3/E3.

Holding ε3 = 0 requires σ3 = νσ1. Substitution gives ε1 = σ1(1/E1 − ν²/E3), so

1/E1 = 1/Ep + ν²/E3.

Relative to 1/Ep the added term is about 3ν²φ²/[2(1 − ν²)], which vanishes for thin walls. The cubic law therefore holds for E1 as well, and

E3/E1 → 2(1 − ν²)/(3φ²).

AN IN-PLANE LOAD WITH A LINEAR LAW

The cube does not belong to in-plane loading as such. Impose equal strains ε11 = ε22 = e with ε33 = 0. The joints do not rotate. Nor can they shift relative to the uniform expansion, because no in-plane vector is unchanged by a 120° turn. Each wall is then simply stretched by e and stores (1/2)Ew e² per unit volume of solid. Define the area modulus K by the energy density (1/2)K(ε11 + ε22)². Equating the energies,

(1/2)K(2e)² = (1/2)Ew e² φ,   K = Ew φ/4.

This is linear in φ at leading order. The cubic law applies to loads that the cell can accommodate by bending its walls.

The distinction matters for a film with channels normal to its substrate when a thermal mismatch imposes an equal biaxial strain e. The top surface is free, so the average σ33 is zero. The strain per unit of equal biaxial stress is then, at leading order,

(1 − νp)/Ep + 2ν²/E3 = 2/(Ew φ) + 2ν²/(Es φ)
= [2(1 − ν²) + 2ν²]/(Es φ) = 2/(Es φ).

The average film stress is σ = Es φ e/2, again linear in density. This applies away from the film edges and for a film much thicker than l, so that the disturbance near the bonded base is a small part of the whole.

WHAT TO IMPLEMENT

With Ep, νp and G12 evaluated from s, the compliances are

S11 = S22 = 1/Ep + ν²/E3
S12 = −νp/Ep + ν²/E3
S13 = S23 = −ν/E3
S33 = 1/E3
S66 = 1/G12.

The term ν²/E3 in S12 follows from the same substitution σ3 = νσ1. A full three-dimensional stiffness also needs the shear modulus for planes containing axis 3, which is not derived here. At ν = 0.2 these compliances give E1, G12 and the equal-biaxial modulus too low, relative to the mesh-converged solid cell, by about 1.5% at s = 0.05, 3% at s = 0.1 and 5 to 6% at s = 0.2.

Do not round νp to 1. The difference 1 − νp = 4s²/(1 + 3s²) is small, but it sets the response to equal biaxial stress; rounding it away makes the area modulus of the frame infinite. For the same reason, keep the 3s² term in νp: without it, 1 − νp would be s² instead of about 4s², and the frame's biaxial compliance at ε33 = 0 would be about four times too small. The 3s² term in Ep is less critical, since it changes Ep only by a relative amount of about 3s².

WORKED EXAMPLE

Take the round model values Es = 50 GPa, ν = 0.2, l = 200 nm and t = 10 nm. Then s = 0.05, Ew = 50/0.96 = 52.08 GPa, and

φ = 2(0.05)/√3 − (0.05)²/3 = 0.0569.

The two laws give

E3 = 50 × 0.0569 = 2.85 GPa

E1 = 1.5 × 52.08 GPa × (0.0569)³ = 14.4 MPa.

Their ratio is 198. A finite-element solution of the full solid cell, which makes no beam assumption, gives E1 = 15.2 MPa and a ratio of 187 (188 once the mesh error described below is removed). The cubic law is thus about 5% low. Holding ε33 at zero instead of releasing it changes the finite-element E1 by only about 0.02%.

A stress of 0.1 MPa along axis 1 shows how the compliance arises. The force per unit depth on an inclined wall is

P/b = 1.5 × 10⁵ Pa × 2 × 10⁻⁷ m = 0.030 N/m.

The wall deflects by δ = 0.015/(52.08 × 10⁹ × 0.05³) m = 2.30 nm and lengthens by a = 0.0260/(52.08 × 10⁹ × 0.05) m = 0.010 nm. The strain is

ε1 = (2.30/2 + 0.010 × 0.866)/(200 × 0.866) = 0.0067.

Stretching holds 0.74% of the energy in this frame model. The deflection is about a quarter of the wall thickness and the largest wall slope, 3δ/(2l), is 0.017, so the rotations are small. The linear strain is still only good to a few percent at this load, for two reasons. The axial force slightly stiffens the walls against bending in tension and softens them in compression. A bent wall also spans a little less length than a straight one, which reduces the extension in tension and adds to the shortening in compression.

Now double t to 20 nm with l, Es and ν fixed. In the finite-element solution E3 rises by a factor 1.97 and E1 by nearly 8. The axial factor falls short of 2 because overlap at the joints makes φ grow slightly less than in proportion to t.

ACCURACY AT FINITE DENSITY

Let r be the finite-element E1 divided by (3/2)Ew φ³, with the full expression for φ. At ν = 0.2 it is 1.016, 1.031, 1.058, 1.100 and 1.131 for s = 0.0125, 0.025, 0.05, 0.1 and 0.2. Stress concentrates at the corners where walls meet, and the mesh is not refined there, so the computed cell is slightly too stiff: E1 is overestimated by about 0.1% at the smallest s, 0.4% at s = 0.05, 0.8% at s = 0.1 and 1.2% at s = 0.2. Differences of that size between a formula and the finite-element value are not significant. The thin-wall limit can be extracted by assuming r = r₀ + c₁s + c₂s² at the three smallest values. The combination that cancels c₁ and c₂ is

r₀ = [8r(0.0125) − 6r(0.025) + r(0.05)]/3 = 1.0001.

The same extrapolation for K/(Ew φ/4) gives 1.0000. These values support both the powers and the prefactors.

The departure of r from 1 begins at first order in s, with a coefficient of about 1.2 once the mesh error is removed (the listed values suggest 1.2 to 1.3). Part of it comes from the choice of variable. The full density expression gives

φ³ = (2s/√3)³ [1 − s/(2√3)]³ ≈ (2s/√3)³ [1 − (√3/2)s],

so dividing by φ³ instead of its thin-wall value contributes 0.87 to the coefficient. The remaining 0.35 or so is a stiffening that the line frame lacks. Its cause is not examined here.

This has a practical consequence. When s is known, the bending formula (4/√3)Ew s³ is closer than the φ³ law in both cases of the example. It gives 15.0 MPa against 15.2 MPa at t = 10 nm, and 120.3 MPa against 121.2 MPa at t = 20 nm. The φ³ law gives 110.2 MPa in the second case, 8 to 9% low. Adding the frame's stretching term gives 116.8 MPa, which is worse than bending alone. That term is of order s², while the frame omits the first-order stiffening just found and also the shear deformation of the walls, which is itself of order s². The good agreement of the bending formula is therefore partly a cancellation, and it does not persist: at s = 0.2 the formula is 6 to 7% high.

The local exponent, d ln E1/d ln φ, lies between 3.02 and 3.06 over the computed intervals, while that of E3 is 1.000. An exponent slightly above 3 in this range reflects the slow rise of r and is not a different asymptotic law.

The cubic law must fail for dense material. At φ = 1 the body is solid and E1 = Es, whereas the formula would give 1.5Ew, or 1.56Es for ν = 0.2. It should not be extended beyond the computed range, which ends at φ = 0.218, without a separate calculation.

RELATION TO REAL DIELECTRIC FILMS

The example illustrates the thin-wall limit and does not describe a particular dielectric. A film with a porosity of 50%, for instance, has a solid fraction of 0.5, far above 0.057 and outside the computed range. With walls 200 nm long, channels normal to the substrate count as deep only in a film much thicker than 200 nm. The absolute size drops out of the continuum moduli at fixed s, provided the film remains much thicker than l and the walls can still be treated as a continuum. Thicker walls change the anisotropy greatly: within this geometry E3/E1 falls from 187 at φ = 0.057 to about 12 at φ = 0.218, and to 1 for the solid. The effect of disorder in the pores is not estimated here.

For an ordered film that does meet the stated conditions, orientation decides which law governs the response to uniaxial stress. Channels normal to the substrate give a through-thickness Young modulus linear in density. Channels parallel to it give one cubic in density.

A wide film bonded to its substrate and pressed uniformly is a different case, because it cannot strain sideways. With normal channels, each wall is strained by e along axis 3 and not along its length, so its stress is Ew e and the film stiffness is Ew φ. With parallel channels, a strain e along axis 2 alone stores the energy density (1/2)(K + G12)e². Since G12 is cubic in density, the stiffness is Ew φ/4 at leading order. Both are linear in density.

In compression, all these statements hold only below the load at which the walls buckle, which has to be checked separately. The numerical output below lists the computed moduli and the worked example. The mesh-error estimates quoted above, and the values corrected for them, are not part of it.

Table of computed values

```
Full solid cell, nu = 0.20 (finite elements)
  t/l     phi       E3/Es     E1/Es       E1/(1.5 Ew phi^3)  K/(Ew phi/4)
  0.0125  0.014382  0.014382  4.7222e-06  1.0160             1.0078
  0.0250  0.028659  0.028659  3.7919e-05  1.0310             1.0156
  0.0500  0.056902  0.056902  3.0462e-04  1.0582             1.0316
  0.1000  0.112137  0.112137  2.4245e-03  1.1004             1.0646
  0.2000  0.217607  0.217607  1.8215e-02  1.1313             1.1353
Local exponents between successive rows (dimensionless):
  E1: 3.021 3.038 3.058 3.042
  E3: 1.000 1.000 1.000 1.000
  K : 1.011 1.023 1.046 1.097
Thin-wall limit of E1/(1.5 Ew phi^3): 1.0001
Thin-wall limit of K/(Ew phi/4): 1.0000
(E1 ratio - 1)/(t/l) at the two thinnest: 1.280 1.238
Example: Es = 50.0 GPa, nu = 0.20, Ew = 52.083 GPa, l = 200 nm
Wall thickness t = 10 nm, t/l = 0.050
  phi thin-wall = 0.05774, phi exact = 0.05690
  E3 = Es phi = 2.8451 GPa
  E1 cubic law with exact phi = 14.393 MPa
  E1 beam, bending only = 15.035 MPa
  E1 beam, bending and stretching = 14.923 MPa
  E1 finite elements = 15.231 MPa
  E1 finite elements, eps33 = 0: 15.234 MPa
  E3/E1: cubic law 197.7, finite elements 186.8
Wall thickness t = 20 nm, t/l = 0.100
  phi thin-wall = 0.11547, phi exact = 0.11214
  E3 = Es phi = 5.6068 GPa
  E1 cubic law with exact phi = 110.162 MPa
  E1 beam, bending only = 120.281 MPa
  E1 beam, bending and stretching = 116.778 MPa
  E1 finite elements = 121.227 MPa
  E1 finite elements, eps33 = 0: 121.331 MPa
  E3/E1: cubic law 50.9, finite elements 46.3
Beam picture at t/l = 0.050, stress along 1 = 0.10 MPa
  force per depth on inclined wall = 0.0300 N/m
  transverse deflection = 2.3040 nm
  axial elongation = 0.00998 nm
  strain along 1 = 0.00670
  stretching share of energy = 0.00744
Doubling t from 10 to 20 nm (finite elements):
  E3 factor = 1.971, E1 factor = 7.959, phi factor = 1.971
```
